# Why phase slips allow normal heat conduction in coupled-rotor chains

**Question.** A chain of masses joined by springs that cannot break usually shows a heat conductivity that grows with length when its total momentum is conserved. A chain of coupled rotors conserves total angular momentum too, yet it can conduct normally. What does the rotor chain lack?

**Answer.** It lacks a conserved stretch that its forces can feel. To see this, put $N$ sites on a ring, with

$$H=\sum_i\left[\frac{p_i^2}{2}+V(r_i)\right],\qquad r_i=\theta_{i+1}-\theta_i .$$

For rotors $V(r)=1-\cos r$. The moment of inertia $I$, the coupling $K$, $k_B$ and the site spacing are set to one, so time is in $\sqrt{I/K}$ and temperature $T$ in $K/k_B$. For comparison, a spring chain has $V(r)=r^2/2+r^4/4$, which rises without bound.

**What a slip does**

Hamilton's equations give

$$\dot p_i=V'(r_i)-V'(r_{i-1}),\qquad \dot r_i=p_{i+1}-p_i .$$

Both right-hand sides are differences between neighbours, so $\sum_i p_i$ and $\sum_i r_i$ are conserved in both chains. For rotors, however, adding $2\pi$ to $r_i$ changes neither energy nor force. The physical stretch is $\phi_i$, the value of $r_i$ wrapped into $(-\pi,\pi]$. When a bond turns past $\pi$, $\phi_i$ jumps by $2\pi$:

$$\dot\phi_i=p_{i+1}-p_i-2\pi\times(\text{signed slip rate}).$$

The last term is not a difference between neighbours. Slips therefore destroy conservation of the wrapped stretch, while the unwrapped one stays conserved, but the whole turns it counts have no influence on the forces.

The slip frequency follows from the equilibrium flux through $\phi=\pi$. In a long ring a bond has density $e^{\cos\phi/T}/[2\pi I_0(1/T)]$, where $I_m$ is a modified Bessel function. The relative velocity of two rotors is Gaussian with variance $2T$, so its mean magnitude is $2\sqrt{T/\pi}$. Density times mean speed counts crossings in both directions:

$$\nu=2\sqrt{\frac T\pi}\,\frac{e^{-1/T}}{2\pi I_0(1/T)}=\sqrt{\frac T\pi}\,\frac{e^{-1/T}}{\pi I_0(1/T)} .$$

For $T\ll1$, $I_0(1/T)\simeq e^{1/T}\sqrt{T/2\pi}$ and $\nu\simeq(\sqrt2/\pi)e^{-2/T}$: the exponent contains the barrier height 2.

**No lasting tension, hence no long-wave sound**

Twist a rotor chain of $N$ bonds by a total angle $\Theta$. Its wrapped stretches must add up to $\Theta$ modulo $2\pi$. Writing this constraint as the Fourier series $\frac1{2\pi}\sum_m e^{im(\sum\phi_i-\Theta)}$, and using $\int e^{im\phi+\cos\phi/T}d\phi=2\pi I_m(1/T)$, gives

$$Z(\Theta)\propto I_0^N\left[1+2\sum_{m\ge1}\left(\frac{I_m}{I_0}\right)^N\cos m\Theta\right].$$

The torque is $d(-T\ln Z)/d\Theta$. For large $N$ the $m=1$ term dominates the sum, so

$$\langle V'\rangle\simeq2T\left(\frac{I_1}{I_0}\right)^N\sin\Theta .$$

It vanishes exponentially with $N$, even at fixed twist per bond.

A spring chain behaves differently. A pull $f$ changes the bond weight to $e^{-(V-fr)/T}$. For even $V$, expansion to first order in $f$ gives the mean stretch $\ell=f\langle r^2\rangle/T$, and so the tension

$$\tau=c^2\ell,\qquad c^2=\frac{T}{\langle r^2\rangle}.$$

With $u$ the mean momentum per site, the long-wave balance laws are $\partial_t\ell=\partial_xu$ and $\partial_tu=\partial_x\tau$. Since $V$ is even, $\tau$ is odd in $\ell$ at fixed energy, so it does not respond to energy at $\ell=0$. Combining the two laws then gives $\partial_t^2u=c^2\partial_x^2u$: sound with speed $c$.

For rotors in uniform equilibrium the mean momentum current is $-\langle V'\rangle=0$, and the mean energy current per bond is $-u\langle V'\rangle=0$, for every temperature and rotation rate. Currents begin with gradients. To linear order $\partial_tu=D\,\partial_x^2u$, and a momentum wave decays as $e^{-Dk^2t}$ instead of oscillating.

**From missing sound to finite conductivity**

Assign half of each bond energy to each of its two sites. Differentiating the site energy then gives the total energy current

$$J=-\sum_iV'(r_i)\,\frac{p_i+p_{i+1}}2,\qquad \kappa(t)=\frac1{NT^2}\int_0^t\langle J(s)J(0)\rangle\,ds .$$

Conduction is normal if $\kappa(t)$ converges for a long chain.

In the spring chain the slow part of $J$ contains $-c^2\sum u\ell$. Define $a_R=u-c\ell$ and $a_L=u+c\ell$, which travel right and left. Since $a_L^2-a_R^2=4cu\ell$,

$$-c^2u\ell=\frac c4\left(a_R^2-a_L^2\right).$$

Each pulse carries energy in its own direction. In the product $a_R(k)a_R(-k)$ the two travelling phases cancel, leaving only damping. If each amplitude decays as $e^{-\gamma k^2t}$ and the modes are treated as independent Gaussian variables, then

$$\langle J(t)J(0)\rangle\propto\int dk\,e^{-2\gamma k^2t}\propto t^{-1/2}.$$

Its time integral grows as $t^{1/2}$. More generally the correlation falls as the inverse width of a sound pulse, and a width growing as $t^a$ with $a<1$ still makes the integral diverge.

Symmetry shows why stretch is needed. Reversing the order of the sites changes the signs of $J$ and stretch, but not of $u$ or energy. A product of $u$ and energy without a gradient therefore cannot appear in $J$. For rotors the slow current density is

$$j=-\lambda(\epsilon)\,\partial_xT-\eta(\epsilon)\,u\,\partial_xu,$$

where $\epsilon$ is the internal energy, $\lambda$ the conductivity and $\eta$ the viscosity. Since $T$ depends on $\epsilon$ alone, the first term is a total derivative and sums to zero on a ring. So does the second at constant $\eta$, because $u\partial_xu=\partial_x(u^2/2)$. Expanding $\eta$ to first order in $\delta\epsilon$ leaves $\delta\epsilon\,u\partial_xu$, which equals $-\frac12u^2\partial_x\delta\epsilon$ up to a total derivative. In its correlation, two free wave-number integrals contribute $t^{-1/2}$ each and the squared gradient $t^{-1}$. The tail is $t^{-2}$, which is integrable.

This is a hydrodynamic argument that assumes local equilibrium and factorized correlations. It removes the known cause of divergence; it does not prove that $\kappa(t)$ converges.

**The numbers at $T=1$**

Take rings of 64 sites, with 240 canonical samples and zero total momentum. A third system isolates the cause: rotors with the same cosine potential, but with a reflecting wall at $|r|=\pi$ where neighbours exchange momenta. Energy and momentum remain conserved, and the long-ring distribution of a single bond is unchanged, but slips are forbidden. Energy passed on at the wall is included in $J$.

The torque at $\Theta=\pi/2$ is $3.15\times10^{-3}$ for 8 bonds and $4.97\times10^{-6}$ for 16. The formula links them: $2(3.15\times10^{-3}/2)^2=4.96\times10^{-6}$, equal within rounding. In the spring chain a pull of 0.05 gives $\ell=0.02339$, a ratio of 2.14, in agreement with $1/0.4679=2.14$.

The predicted slip frequency is 0.0522 per bond, and the dynamics gives the same to three digits. One bond thus slips about every $1/0.0522=19$ time units, yet the correlation of the total wrapped stretch has fallen to 0.44 after one unit and 0.16 after two. An estimate shows how both can be true. If slips are independent, they add variance to the total stretch at the rate $(2\pi)^2N\nu$. Balancing this against linear relaxation at rate $\Gamma$, with stationary variance $N\sigma^2$, gives

$$2\Gamma N\sigma^2=(2\pi)^2N\nu\quad\Rightarrow\quad\Gamma=\frac{2\pi^2\nu}{\sigma^2}=\frac{19.7\times0.0522}{1.604}=0.64 .$$

$N$ cancels, so the total stretch relaxes equally fast in longer rings; a conserved total would not relax at all. The observed decay is somewhat faster than $e^{-0.64t}$, so independent slips with a single relaxation rate are only a rough description here.

The momentum wave of length 64 shows the consequence. For free rotors its correlation is 0.86 at $t=40$ and 0.77 at $t=80$, with no oscillation. With $k=2\pi/64$, this interval gives

$$D\simeq\frac{\ln(0.863/0.768)}{0.00964\times40}\simeq0.3 .$$

The interval from $t=10$ to 20 gives 0.38, so the decay is not yet a single exponential and 0.3 is only a rough value of the diffusion constant. Halving the wavelength and quartering the time leaves $k^2t$ unchanged. The correlation is then 0.83, against 0.86 at $t=40$, roughly as diffusion requires.

With slips barred, the correlation is 0.01 at $t=20$, $-0.97$ at 40 and 0.93 at 80. This is sound: $c=1/\sqrt{1.604}=0.790$ predicts a period of $64/0.790=81$, and the measured speed is also 0.790. For springs the formula gives 1.462 and the dynamics 1.465.

The running conductivity, in $k_B\sqrt{K/I}$ times the site spacing, is:

| Chain | $t=10$ | $t=20$ | $t=40$ |
|---|---:|---:|---:|
| Free rotors | $0.463\pm0.007$ | $0.518\pm0.012$ | $0.526\pm0.018$ |
| Slips barred | $2.34\pm0.07$ | $3.65\pm0.12$ | $5.3\pm0.2$ |
| Springs | $8.7\pm0.4$ | $14.7\pm0.7$ | $23.3\pm1.4$ |

For free rotors $\kappa$ still rises by 14% from $t=10$ to 40, but the change after $t=20$ is smaller than the standard error. Barring slips makes it grow by a factor of 2.3 over the same interval, and at $t=40$ it is ten times the free value. Momentum conservation is common to both chains; the difference is whether stretch is conserved. These finite rings and times show levelling and growth, not asymptotic exponents.

**When the rotor chain looks like a spring chain**

If slips are rare, a simple approximation gives the wrapped stretch one relaxation rate and leaves out the ordinary damping of sound: $\partial_t\phi=\partial_xu-\Gamma\phi$ and $\partial_tu=c^2\partial_x\phi$. For a wave proportional to $e^{ikx+st}$, eliminating $\phi$ gives

$$s^2+\Gamma s+c^2k^2=0,\qquad s=\frac{-\Gamma\pm\sqrt{\Gamma^2-4c^2k^2}}2 .$$

Sound survives for $k>\Gamma/2c$. At smaller $k$ it is overdamped, and for $k\ll\Gamma/2c$ the slow root is $s\simeq-c^2k^2/\Gamma$, which is diffusion. The crossover wavelength is $4\pi c/\Gamma$. The approximation needs $1/\Gamma$ long compared with a vibration period, and $T=1$ does not meet this: there it would give $D=c^2/\Gamma=0.790^2/0.64\approx1$, about three times the value found from the momentum wave above.

In a cold chain the bonds are nearly harmonic, so $\sigma^2\simeq T$ and $c\simeq1$. At $T=0.2$, $\nu=1.99\times10^{-5}$ gives $\Gamma\simeq19.7\times1.99\times10^{-5}/0.2\simeq2\times10^{-3}$ and a crossover of 6000 to 7000 sites. At $T=0.1$, $\nu=9.2\times10^{-10}$ moves it to about $7\times10^7$ sites. These are order-of-magnitude estimates, since the formula for $\Gamma$ treats successive slips as independent. A much shorter cold chain can therefore show spring-like, length-dependent conduction, although the same model is expected to conduct normally once it is long enough for slips to erase the stretch.

The full set of computed values is in the numerical output below.

## Computed results

```
Units: energy K, time sqrt(I/K), temperature K/k_B, length one site
sites per ring 64, rings 240, temperature 1.0 K/k_B
run time: rotors 600, springs 300 sqrt(I/K)
torque at twist pi/2, 4 bonds: 7.943e-02 K
torque at twist pi/2, 8 bonds: 3.153e-03 K
torque at twist pi/2, 16 bonds: 4.971e-06 K
spring pull 0.05 gives mean stretch 0.02339
spring tension/stretch: 2.1374
spring <r^2>: 0.4679
rotor wrapped-stretch variance per bond, quadrature: 1.6043 rad^2
same from total stretch in dynamics: 1.6175 rad^2
slips per bond and time, formula: 0.05218
slips per bond and time, dynamics: 0.05223
slip formula at temperature 0.5: 7.539e-03 per time
slip formula at temperature 0.2: 1.987e-05 per time
slip formula at temperature 0.1: 9.157e-10 per time
free rotors, total-stretch correlation at t=1: 0.441
free rotors, total-stretch correlation at t=2: 0.163
free rotors, total-stretch correlation at t=5: -0.016
free rotors, total-stretch correlation at t=10: -0.019
free rotors, total-stretch correlation at t=40: -0.001
largest total-stretch change, barred: 1.2e-13 rad
largest total-stretch change, springs: 7.2e-14
momentum correlation, longest wave, t=10: free 0.955, barred 0.702, springs 0.129
momentum correlation, longest wave, t=20: free 0.921, barred 0.009, springs -0.953
momentum correlation, longest wave, t=40: free 0.863, barred -0.966, springs 0.834
momentum correlation, longest wave, t=80: free 0.768, barred 0.929, springs 0.440
free rotors, half the wavelength, t=10: 0.830
sound speed, barred: formula 0.790, dynamics 0.790
sound speed, springs: formula 1.462, dynamics 1.465
decay power of sound pairs: -0.500
decay power of gradient triples: -2.000
kappa in k_B*sqrt(K/I)*site, with standard error:
  free rotors, t=10: 0.463 +- 0.007
  free rotors, t=20: 0.518 +- 0.012
  free rotors, t=40: 0.526 +- 0.018
  free rotors, kappa(40)/kappa(10): 1.136
  slip-barred rotors, t=10: 2.339 +- 0.067
  slip-barred rotors, t=20: 3.654 +- 0.121
  slip-barred rotors, t=40: 5.332 +- 0.218
  slip-barred rotors, kappa(40)/kappa(10): 2.279
  springs, t=10: 8.666 +- 0.391
  springs, t=20: 14.727 +- 0.737
  springs, t=40: 23.297 +- 1.354
  springs, kappa(40)/kappa(10): 2.689
largest relative energy drift: 7.7e-05
```
